\section*{Interlayer Shear Modes of an N-Layer Film, Derived Two Ways}

\section{Definitions and conventions}

A film consists of $N\ge 2$ identical layers, numbered $l=1,\dots,N$ from bottom to top. Each layer has mass per area $\mu$, in $\mathrm{kg/m^2}$, and moves as a rigid sheet: all its atoms share one displacement, uniform over the plane. This describes vibrations of zero in-plane wavevector in which the layers slide over one another without internal distortion. The film has no substrate, and only neighbouring layers interact.

By translation invariance the energy of an interface depends only on the relative displacement of its two layers. Let $\mathbf s$ be the in-plane part of this relative displacement and $z$ the vertical part, both measured from equilibrium. To second order, the energy per area is
\begin{equation}
V=V_0+\tfrac12\,\mathbf s^{T}K\mathbf s+z\,\mathbf w\cdot\mathbf s+\tfrac12 k_z z^2 ,
\end{equation}
with a real symmetric $2\times2$ matrix $K$, an in-plane vector $\mathbf w$ and a number $k_z$. There is no linear term because the interface is in equilibrium.

Assume that each interface has a threefold axis normal to the layers, and let $R$ be the rotation by $120^\circ$. Invariance of $V$ requires $R\mathbf w=\mathbf w$ and $KR=RK$. No nonzero in-plane vector survives such a rotation, so $\mathbf w=0$ and sliding decouples from vertical motion. If $\mathbf e$ is an eigenvector of $K$ with eigenvalue $\alpha$, then
\begin{equation}
K(R\mathbf e)=R(K\mathbf e)=\alpha\,R\mathbf e .
\end{equation}
The vectors $\mathbf e$ and $R\mathbf e$ are linearly independent, so $K$ is $\alpha$ times the unit matrix. The two in-plane directions therefore obey identical, separate equations, and each shear mode found below for one direction has a partner of the same frequency in the other.

The constant $\alpha>0$ is the shear force constant per area, in $\mathrm{N/m^3}$. It is taken to be the same at every interface, including those next to the surfaces. For one in-plane component $u_l(t)$, the potential energy per area is
\begin{equation}
E=\frac{\alpha}{2}\sum_{l=1}^{N-1}(u_{l+1}-u_l)^2 .
\label{eq:energy}
\end{equation}
Frequencies $\omega$ are angular, and $f=\omega/2\pi$.

\section{The bulk reference}

In an infinite stack, layer $l$ appears in two terms of the energy. The force per area on it is $-\partial E/\partial u_l$, which gives
\begin{equation}
\mu\ddot u_l=\alpha(u_{l+1}-2u_l+u_{l-1}) .
\label{eq:bulkmotion}
\end{equation}
Insert $u_l=A e^{i(\theta l-\omega t)}$, where $\theta$ is the phase advance per layer, and divide by the common factor:
\begin{equation}
-\mu\omega^2=\alpha(e^{i\theta}+e^{-i\theta}-2)
=-2\alpha(1-\cos\theta)=-4\alpha\sin^2\frac{\theta}{2}.
\end{equation}
Hence
\begin{equation}
\omega(\theta)=\omega_b\left|\sin\frac{\theta}{2}\right|,
\qquad \omega_b=2\sqrt{\frac{\alpha}{\mu}} .
\label{eq:dispersion}
\end{equation}
The maximum $\omega_b$ occurs at $\theta=\pi$, where adjacent layers move in antiphase. This is the bulk value used throughout.

Its place in the Brillouin zone depends on the stacking. A zone-centre mode repeats from one crystal cell to the next. If the cell holds $p$ layers, then $p\theta$ must be a multiple of $2\pi$. For $p=2$, as in AB stacking, $\theta=\pi$ is allowed and $\omega_b$ is the zone-centre shear frequency. For $p=1$ the antiphase mode lies at the zone boundary. This includes ABC stacking in which each layer follows from the one below by the same oblique translation: the primitive cell then holds one layer, and no shear vibration lies at the zone centre. The same crystal can be described by a larger, three-layer cell whose third vector is normal to the layers. With $p=3$, the nonzero modes folded to the centre of the correspondingly smaller zone have $\theta=\pm2\pi/3$ and frequency $\omega_b\sin(\pi/3)=(\sqrt3/2)\,\omega_b$. That frequency must be divided by $\sqrt3/2$ before it serves as the bulk value here. Numerical second derivatives of a nonlinear threefold interface energy give ratios of 1.0000 and 0.8660 for the two-layer and three-layer cells, as required.

\section{First derivation: standing waves}

Inside the film, equation~(\ref{eq:bulkmotion}) still holds. Each outer layer has one neighbour:
\begin{align}
\mu\ddot u_1&=\alpha(u_2-u_1),\\
\mu\ddot u_N&=-\alpha(u_N-u_{N-1}).
\end{align}
These take the bulk form if two fictitious layers are added with
\begin{equation}
u_0=u_1,\qquad u_{N+1}=u_N .
\label{eq:ends}
\end{equation}
The added springs are then unstretched and exert no force, as a free surface demands.

Waves with phase advances $\theta$ and $-\theta$ have the same frequency, so they may be superposed. The combination symmetric about $l=\tfrac12$ is
\begin{equation}
u_l=\cos\!\left[\theta\left(l-\tfrac12\right)\right],
\label{eq:cosine}
\end{equation}
with the time factor omitted. It satisfies $u_0=u_1$ because $\cos(-\theta/2)=\cos(\theta/2)$. The other end condition becomes
\begin{align}
0=u_{N+1}-u_N
&=\cos\!\left[\theta\left(N+\tfrac12\right)\right]
-\cos\!\left[\theta\left(N-\tfrac12\right)\right]\nonumber\\
&=-2\sin(N\theta)\sin\frac{\theta}{2}.
\end{align}
It is met by
\begin{equation}
\theta_j=\frac{j\pi}{N},\qquad j=0,1,\dots,N-1 .
\end{equation}
The value $j=N$ is excluded: at $\theta=\pi$ every cosine in (\ref{eq:cosine}) vanishes and there is no motion. Substitution into (\ref{eq:dispersion}) yields
\begin{equation}
\omega_j=\omega_b\sin\frac{j\pi}{2N}.
\label{eq:spectrum}
\end{equation}
These are $N$ different frequencies. One in-plane component has $N$ degrees of freedom and hence $N$ modes, so the list is complete. The case $j=0$ is rigid translation.

The argument $j\pi/2N$ lies between $0$ and $\pi/2$, where the sine increases. The highest mode therefore has $j=N-1$:
\begin{equation}
\omega_{\rm top}(N)=\omega_b\sin\left(\frac{\pi}{2}-\frac{\pi}{2N}\right)
=\omega_b\cos\frac{\pi}{2N}.
\label{eq:top}
\end{equation}

To obtain its displacement pattern, set $\theta=\pi-\pi/N$ in (\ref{eq:cosine}) and expand the cosine of the difference. Since $\cos[\pi(l-\frac12)]=0$ and $\sin[\pi(l-\frac12)]=(-1)^{l-1}$,
\begin{equation}
u_l=(-1)^{l-1}\sin\!\left[\frac{\pi}{N}\left(l-\tfrac12\right)\right].
\label{eq:pattern}
\end{equation}
The sine is positive for every layer, so neighbours move in opposite directions, as in the bulk mode. For $N\ge3$ the amplitude is largest in the middle of the film and smallest at its surfaces; for $N=2$ the two amplitudes are equal.

\section{Second derivation: interface stretches}

The same spectrum follows from the relative displacements $s_l=u_{l+1}-u_l$ with $l=1,\dots,N-1$. For the moment let the interfaces have different constants $\alpha_l$. Layer $l$ is pulled upward in the index by interface $l$ and back by interface $l-1$:
\begin{equation}
\mu\ddot u_l=\alpha_l s_l-\alpha_{l-1}s_{l-1}.
\end{equation}
There is no interface $0$ or $N$, so $\alpha_0s_0$ and $\alpha_Ns_N$ are replaced by zero. Subtracting this equation from the one for layer $l+1$ gives
\begin{equation}
\mu\ddot s_l=\alpha_{l+1}s_{l+1}-2\alpha_l s_l+\alpha_{l-1}s_{l-1}.
\label{eq:stretch}
\end{equation}

Now set all $\alpha_l=\alpha$, let $\ddot s_l=-\omega^2s_l$, and define $\lambda=\mu\omega^2/\alpha$ and $x=2-\lambda$. Then
\begin{equation}
-s_{l-1}+x\,s_l-s_{l+1}=0,\qquad s_0=s_N=0 .
\end{equation}
A nonzero solution exists when the determinant $D_{N-1}(x)$ of the tridiagonal matrix with $x$ on the diagonal and $-1$ beside it vanishes. Expansion of the $n\times n$ determinant along its last row gives
\begin{equation}
D_n=x D_{n-1}-D_{n-2},\qquad D_0=1,\quad D_1=x .
\end{equation}
The last term is the product of two off-diagonal elements, $(-1)(-1)$, with the minus sign of the expansion.

Write $x=2\cos\theta$. The recursion is solved by
\begin{equation}
D_n=\frac{\sin[(n+1)\theta]}{\sin\theta}.
\end{equation}
Indeed, this gives $D_0=1$ and $D_1=2\cos\theta$, and the recursion is the identity
$\sin[(n+1)\theta]=2\cos\theta\sin(n\theta)-\sin[(n-1)\theta]$. The condition $D_{N-1}=0$ is therefore $\sin(N\theta)=0$ with $\sin\theta\ne0$, so $\theta_j=j\pi/N$ for $j=1,\dots,N-1$. These give $N-1$ distinct values of $x$. Since $D_{N-1}$ is a polynomial of degree $N-1$ in $x$, it has no other zeros. Finally,
\begin{equation}
\frac{\mu\omega_j^2}{\alpha}=2-2\cos\theta_j
=4\sin^2\frac{j\pi}{2N},
\end{equation}
which is (\ref{eq:spectrum}) without its zero mode. The largest value again has $j=N-1$ and gives (\ref{eq:top}).

The missing mode is the translation, for which all stretches vanish. No vibration is lost: if $\omega\ne0$ and all $s_l=0$, the forces vanish and hence so do the displacements. Conversely, a stretch solution defines layer displacements through $u_l=-(s_l-s_{l-1})/\lambda$. Their differences are $-(s_{l+1}-2s_l+s_{l-1})/\lambda=s_l$, as they should be.

\section{What each derivation assumes}

Both derivations use equal masses, harmonic forces and coupling between neighbours alone. They differ in where they use the uniformity of the film and the form of its ends.

The first assumes equal interfaces from the start, because with unequal interfaces a wave of constant amplitude and constant phase advance does not in general solve the interior equations. In return, the ends enter as separate conditions that can be changed. Suppose layer 1 is also tied to an immobile substrate by the same constant $\alpha$. Then $u_0=0$ replaces $u_0=u_1$, and $u_l=\sin(l\theta)$. The free upper end requires
\begin{equation}
\sin[(N+1)\theta]-\sin(N\theta)
=2\cos\!\left[\left(N+\tfrac12\right)\theta\right]\sin\frac{\theta}{2}=0,
\end{equation}
so $\theta=(2j+1)\pi/(2N+1)$ with $j=0,\dots,N-1$. The highest mode has $\theta=\pi-2\pi/(2N+1)$ and frequency
\begin{equation}
\omega_{\rm top}^{\rm sub}=\omega_b\cos\frac{\pi}{2N+1}.
\end{equation}
For $N=1$ this is $\omega_b/2=\sqrt{\alpha/\mu}$, a single layer on one spring. There is no zero mode, since the substrate has removed translation invariance.

The second derivation uses the free ends at once, to remove the translation, but equation~(\ref{eq:stretch}) does not need equal interfaces. For three layers with constants $\alpha_1$ and $\alpha_2$ its determinant condition is
\begin{equation}
(2\alpha_1-\mu\omega^2)(2\alpha_2-\mu\omega^2)-\alpha_1\alpha_2=0 .
\end{equation}
Expanding gives $(\mu\omega^2)^2-2(\alpha_1+\alpha_2)\mu\omega^2+3\alpha_1\alpha_2=0$, and therefore
\begin{equation}
\mu\omega^2=\alpha_1+\alpha_2\pm
\sqrt{\alpha_1^2+\alpha_2^2-\alpha_1\alpha_2}.
\end{equation}
Equal constants give $\alpha$ and $3\alpha$, in agreement with (\ref{eq:spectrum}). For $\alpha_2\to0$ the values become $0$ and $2\alpha_1$: one layer is released and a bilayer remains. With unequal interfaces, the ratio of the top mode to a bulk frequency is no longer fixed by $N$ alone.

\section{Limits and physical reading}

For a bilayer, (\ref{eq:top}) gives $\omega_b/\sqrt2$. The factor can be traced to the forces. When adjacent layers are displaced by $u$ and $-u$, each interface is stretched by $2u$. A bulk layer feels two such interfaces and a restoring force $4\alpha u$; a bilayer member feels one and a force $2\alpha u$. The squared frequencies therefore differ by a factor of two. Within this model a bilayer frequency predicts the bulk value as $\omega_b=\sqrt2\,\omega_{\rm top}(2)$.

For a thick film, $\cos y\simeq1-y^2/2$ with $y=\pi/2N$ gives
\begin{equation}
\frac{\omega_{\rm top}}{\omega_b}\simeq1-\frac{\pi^2}{8N^2}.
\label{eq:thick}
\end{equation}
The top mode thus approaches the bulk value from below. The lowest nonzero mode behaves differently: $\omega_1=\omega_b\sin(\pi/2N)\simeq\pi\omega_b/2N$ falls to zero. The two are linked by
\begin{equation}
\omega_1^2+\omega_{N-1}^2
=\omega_b^2\left(\sin^2\frac{\pi}{2N}+\cos^2\frac{\pi}{2N}\right)=\omega_b^2 ,
\label{eq:sum}
\end{equation}
where for $N=2$ both terms refer to the same mode.

\section{A worked example}

Take round model values $\mu=2.0\times10^{-6}\ \mathrm{kg/m^2}$ and $\alpha=2.0\times10^{19}\ \mathrm{N/m^3}$, treated as given numbers. Then $\alpha/\mu=1.0\times10^{25}\ \mathrm{s^{-2}}$ and
\begin{equation}
\omega_b=2\sqrt{1.0\times10^{25}}\ \mathrm{s^{-1}}
=6.325\times10^{12}\ \mathrm{rad/s}.
\end{equation}
Division by $2\pi$ gives $f_b=1.007$ THz, or $33.6\ \mathrm{cm^{-1}}$.

For five layers, $\cos(\pi/10)=0.9511$, so the top mode lies at $0.9511\times1.0066=0.957$ THz, or $31.9\ \mathrm{cm^{-1}}$. Diagonalization of the spring matrix gives the same frequency. It also gives $0.3111$ THz for the lowest nonzero mode, and the sum rule (\ref{eq:sum}) can be checked: $0.3111^2+0.9573^2=1.013$, equal to $1.0066^2$ to the digits shown.

The top-mode displacements, relative to the middle layer, are
\[
0.309,\quad -0.809,\quad 1,\quad -0.809,\quad 0.309 .
\]
They alternate in sign and add to zero, so the centre of mass is at rest. The surface layers move with less than a third of the central amplitude.

The top frequency is 0.712 THz for two layers, 0.872 THz for three and 0.994 THz for ten. Most of the rise towards the bulk value thus takes place in the first few layers. At $N=10$ the thick-film law (\ref{eq:thick}) gives a ratio of $1-0.0123=0.9877$, in agreement with the diagonalized value.

The three-layer ratio, 0.8660, equals that of the shear mode folded to the zone centre by the three-layer cell of an ABC crystal. The reason is that both have $\theta=2\pi/3$. From four layers on, the top film mode lies above that folded frequency, though still below $\omega_b$.

\section{When second neighbours interact}

Let second neighbours be coupled by a small constant $\beta$, which adds $(\beta/2)\sum_{l=1}^{N-2}(u_{l+2}-u_l)^2$ to the energy. The fictitious layers no longer reproduce a free surface. Layer 1 would be joined to a layer $-1$ with displacement $u_{-1}=u_2$, and that spring would in general be stretched. The correction can instead be found by first-order perturbation theory.

For $0<j<N$ the normalized mode is $e_l=\sqrt{2/N}\cos[\theta(l-\frac12)]$ with $\theta=j\pi/N$. The factor follows from $\cos^2y=(1+\cos2y)/2$ and
\begin{equation}
\sum_{l=1}^{N}\cos[(2l-1)\theta]=\frac{\sin(2N\theta)}{2\sin\theta}=0 .
\label{eq:zerosum}
\end{equation}
The second-neighbour stretch is
\begin{equation}
e_{l+2}-e_l=-2\sqrt{\frac2N}\,\sin\theta\,
\sin\!\left[\theta\left(l+\tfrac12\right)\right].
\end{equation}
By (\ref{eq:zerosum}), the squares $\sin^2[\theta(l+\frac12)]$ summed from $l=0$ to $N-1$ give $N/2$. The terms $l=0$ and $l=N-1$ have no spring, and each equals $\sin^2(\theta/2)$. Removing them gives
\begin{align}
\Delta(\omega^2)&=\frac{\beta}{\mu}\sum_{l=1}^{N-2}(e_{l+2}-e_l)^2
=\frac{8\beta}{\mu N}\sin^2\theta
\left(\frac N2-2\sin^2\frac\theta2\right)\nonumber\\
&=\frac{4\beta}{\mu}\sin^2\theta
\left(1-\frac4N\sin^2\frac\theta2\right).
\end{align}
For the top mode $\theta=\pi-\pi/N$. Division by $\omega_b^2=4\alpha/\mu$ yields
\begin{equation}
\frac{\Delta(\omega_{\rm top}^2)}{\omega_b^2}
=\frac{\beta}{\alpha}\sin^2\frac{\pi}{N}
\left(1-\frac4N\cos^2\frac{\pi}{2N}\right).
\end{equation}

This vanishes for $N=2$, where there are no second neighbours, and for $N=3$, where the outer layers move together. The bulk antiphase frequency is also unchanged, because second neighbours there move in phase. With $\beta=0.05\alpha$, diagonalization raises the five-layer ratio from 0.9511 to 0.9537, a change of about 0.3\% relative to the uncorrected value; the first-order estimate is 0.9536. In this example the ratio of the top mode to $\omega_b$ is thus little affected by a second-neighbour constant of five per cent. The rest of the spectrum is more sensitive. For five layers the same $\beta$ raises the lowest nonzero frequency by about 8\%, and the left side of the sum rule (\ref{eq:sum}) becomes $1.021\,\omega_b^2$. For thick films the shift above tends to $(\beta/\alpha)\pi^2/N^2$, so the coefficient $\pi^2/8$ in (\ref{eq:thick}) is multiplied by $1-4\beta/\alpha$, a reduction by one fifth.

\section*{Table of computed values}
\begin{verbatim}
mass per area mu = 2.0e-06 kg/m^2
shear constant per area alpha = 2.0e+19 N/m^3
bulk angular frequency = 6.3246e+12 rad/s
bulk frequency = 1.0066 THz
bulk wavenumber = 33.58 cm^-1
zone-centre shear / antiphase value, from numerical Hessian:
  two-layer cell   1.0000
  three-layer cell 0.8660
highest film mode by diagonalization: N, ratio to bulk, THz
   2  0.7071  0.7118
   3  0.8660  0.8717
   4  0.9239  0.9300
   5  0.9511  0.9573
   6  0.9659  0.9723
   8  0.9808  0.9872
  10  0.9877  0.9942
  20  0.9969  1.0035
N = 5 spectrum: j, frequency in THz
  0  0.0000
  1  0.3111
  2  0.5917
  3  0.8143
  4  0.9573
N = 5 top mode = 31.93 cm^-1
N = 5 top-mode displacements, middle layer = 1:
  0.3090  -0.8090  1.0000  -0.8090  0.3090
N^2 (1 - ratio) at N = 200: 1.2337
pi^2/8 = 1.2337
second neighbours, beta/alpha = 0.05
N, ratio without beta, with beta, first-order estimate
   2  0.70711  0.70711  0.70711
   3  0.86603  0.86603  0.86603
   4  0.92388  0.92592  0.92586
   5  0.95106  0.95372  0.95356
  10  0.98769  0.98924  0.98916
\end{verbatim}
